# The Third Zemach Moment in Nuclear-Size Shifts of Muonic S Levels, part 2

A lepton of charge $-1$ and a rigid nucleus of charge $Z$, with spherical density $Z\rho$, $\int\rho\,d^3r=1$, have reduced mass $\mu$ and obey the Schrödinger equation. In atomic units, with $\langle r^k\rangle=\int\rho\,r^k\,d^3r$, the third Zemach moment $\langle r^3\rangle_{(2)}$ is the mean of $s^3$, $s=|\mathbf r-\mathbf r'|$, over two points drawn from $\rho$. Put $\varepsilon=Z\mu\langle r^2\rangle^{1/2}$, $M_3=\langle r^3\rangle/\langle r^2\rangle^{3/2}$, $C_3=\langle r^3\rangle_{(2)}/\langle r^2\rangle^{3/2}$.

**Theorem.** As $\varepsilon\to0$, at fixed shape and $n$, the $nS$ shift from the point-nucleus value is
$$\Delta E=\frac{2\pi Z}{3}|\psi_n(0)|^2\left[\langle r^2\rangle-\frac{Z\mu}{2}\langle r^3\rangle_{(2)}+\frac23(Z\mu)^2\langle r^2\rangle^2\ln\varepsilon+O(\varepsilon^2)\langle r^2\rangle\right].$$
The $\langle r^3\rangle_{(2)}$ term is the Friar term.

The proof uses $x=Z\mu r$, energy unit $Z^2\mu$, $L=2\varepsilon^2/(3n^3)$ and $H=H_0+\delta V$, where $H_0=-\frac12\frac{d^2}{dx^2}-\frac1x$ and $\delta V$ is the extended-charge correction. $C$ denotes constants independent of $\varepsilon$. $H_0$ has the normalized state $u=u_n$ at $E_0=-1/2n^2$; $P(x)=\int_0^xu^2dy$. Beyond a fixed $x_0$ below the first node, $\delta V$ is set to zero.

The exact state is $u+\chi$, $\langle u|\chi\rangle=0$, with
$$(E_0-H_0)\chi=(\delta V-\Delta E)(u+\chi),\qquad \Delta E=\langle u|\delta V|u+\chi\rangle .$$
$G$ maps $w$ to the decaying solution of $(E_0-H_0)\,Gw=w-u\langle u|w\rangle$ that vanishes at the origin and is orthogonal to $u$. Then $\chi_1=G\,\delta V u$, $E_1=\int\delta V\,u^2dx$, $E_2=\langle u|\delta V|\chi_1\rangle$.

**Lemma 1.** For lengths $p\le q$, the angular mean of $s^3$ is $S(p,q)=q^3+2qp^2+p^4/(5q)$.

**Lemma 2.** $0\le\delta V\le 1/x$, and $\int_0^\infty\delta V\,x^{k+2}dx=\langle x^{k+2}\rangle/[(k+2)(k+3)]$ for $k\ge0$.

**Lemma 4.** $E_1=L[1-M_3\varepsilon+O(\varepsilon^2)]$; the $M_3$ term is the cusp part.

**Lemma 5.** Let $\mathcal A(x)=\int_0^x\delta V u^2dy$ and $B=\mathcal A-E_1P$. Then $E_2=-2\int_0^{x_0}B^2/u^2\,dx+O(E_1^2)$. For $n=1$, exactly, $E_2=-2\int_0^\infty B^2/u^2\,dx$.

Its proof uses $0\le\mathcal A\le\min(Cx^2,E_1)$ and $\chi_1=uF$, $F'=2B/u^2$, below $x_0$. Beyond it $\chi_1=E_1\eta+\beta u$, with $\eta$ independent of $\varepsilon$; orthogonality makes $\beta$ and $F(x_0)$ $O(E_1)$.

**Lemma 6.** With $A(x)=\int_0^x\delta V\,y^2dy$ and $c^2=4/n^3$,
$$E_2=-2c^2\int_0^\infty\frac{A^2}{x^2}dx+\frac23L\,\varepsilon^2\ln\varepsilon+O(\varepsilon^4).$$

**Lemma 7.** $\displaystyle\int_0^\infty\frac{A^2}{x^2}dx=\frac1{24}\left[\langle x^3\rangle_{(2)}-2\langle x^3\rangle\right]$.

The leading second-order energy is thus $L\varepsilon\,(M_3-\tfrac12C_3)$, equivalently $-\frac1{2\pi}|\psi(0)|^2K$ with $K\equiv\iint\delta V\delta V'\,s^{-1}d^3x\,d^3x'$.

**Lemma 8.** $\Delta E-E_1-E_2=O(L\varepsilon^2)$.

*Proof.* For functions $f$ define $N(f)=\sup_{x\le x_0}|f/u|+\|f\|$, with $\|\cdot\|$ the $L^2$ norm. Two bounds hold.

First, $N(G\,\delta Vf)\le C\varepsilon N(f)$. The proof of Lemma 5 applies with $\mathcal A$ replaced by $\int_0^x\delta Vuf\,dy$, whose modulus is at most $N(f)\mathcal A$. The outer function and $F(x_0)$ are then $O(\varepsilon^2N)$, and $\int_0^{x_0}|F'|dx\le CN\int_0^\infty\min(1,\varepsilon^2/x^2)\,dx=O(\varepsilon N)$.

Second, $N(Gf)\le CN(f)$. In the eigenbasis of $H_0$, $\|Gf\|\le\|f\|/\Delta$, with $\Delta$ the distance from $E_0$ to the nearest other S level. Now $|B|\le CNx^3$, so $F=Gf/u$ varies by at most $CN$ on $[0,x_0]$. Averaging $|F(x_0)|\le|F(x)|+CN$ with weight $u^2$ and using the Schwarz inequality gives $|F(x_0)|P(x_0)\le\|Gf\|+CN$.

Since $Gu=0$, the exact equations are $\chi=\chi_1+G\,\delta V\chi-\Delta E\,G\chi$ and $|\Delta E|\le E_1[1+N(\chi)]$. For small $\varepsilon$ the right side is a contraction, so iteration converges to the eigenstate that joins $u$. The first bound with $f=u$ gives $N(\chi_1)=O(\varepsilon)$, hence $N(\chi)=O(\varepsilon)$ and $N(\chi-\chi_1)=O(\varepsilon^2)$. Finally $|\Delta E-E_1-E_2|=|\langle u|\delta V|\chi-\chi_1\rangle|\le E_1N(\chi-\chi_1)$. $\square$

The bound leaves no room for a logarithm at this order. The leading piece is $\langle u|\delta V\,G\,\delta V|\chi_1\rangle=\langle\chi_1|\delta V|\chi_1\rangle$, because $G$ is symmetric, and it is positive because $\delta V\ge0$.

*Proof of the theorem.* Lemmas 4, 6, 7 and 8 give
$$\Delta E=L\left[1-M_3\varepsilon+\left(M_3-\tfrac12C_3\right)\varepsilon+\tfrac23\varepsilon^2\ln\varepsilon+O(\varepsilon^2)\right].$$
The terms in $M_3$ cancel. Multiplying by $Z^2\mu$ and using $\varepsilon C_3\langle r^2\rangle=Z\mu\langle r^3\rangle_{(2)}$ restores atomic units. $\square$

The $M_3$ terms pair the extended charge with the point charge, which is present only in the splitting $H_0+\delta V$. The true potential has no $1/x$ singularity at the origin, and at this order the point charge drops out of the sum.

**Corollary (momentum form and a bound).** With the form factor $\mathcal F(k)=\int\rho\,e^{i\mathbf k\cdot\mathbf r}d^3r$,
$$\langle r^3\rangle_{(2)}=\frac{48}\pi\int_0^\infty\frac{dk}{k^4}\left[\mathcal F^2-1+\frac{k^2\langle r^2\rangle}3\right],\qquad C_3>2^{3/2}=2.828 .$$

*Proof.* $\mathcal F$ is real and depends only on $k$, so $\mathcal F^2=\iint\rho\rho'e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}$ may be averaged over the direction of $\mathbf k$, giving $\iint\rho\rho'\sin(ks)/(ks)$. The mean of $\mathbf r\cdot\mathbf r'$ vanishes, so the mean of $s^2$ is $2\langle r^2\rangle$, and the bracket is the double average of $g(ks)/(ks)$ with $g(t)=\sin t-t+t^3/6\ge0$. Positivity permits the exchange of integrals, and $\int dk\,k^{-4}g(ks)/(ks)=s^3\int_0^\infty g\,t^{-5}dt$. Four integrations by parts give $\frac1{4!}\int g''''\,t^{-1}dt$ with $g''''=\sin t$; the boundary terms $g^{(j)}t^{j-4}$ vanish like $t$ at zero and like $1/t$ at infinity. Writing $1/t=\int_0^\infty e^{-bt}db$ gives $\int\sin t\,dt/t=\int db/(1+b^2)=\pi/2$, so the constant is $\pi/48$. The bound is Jensen's inequality for the convex function $(s^2)^{3/2}$, strict because $s$ is not constant. $\square$

## Three distributions

*Uniform sphere, radius $R$.* The radial weight is $3r^2/R^3$, so $\langle r^k\rangle=3R^k/(k+3)$, giving $\langle r^2\rangle=3R^2/5$ and $\langle r^3\rangle=R^3/2$. Counting $p<q$ twice, and using $\int_0^qp^2S\,dp=q^6(\frac13+\frac25+\frac1{35})=\frac{16}{21}q^6$,
$$\langle r^3\rangle_{(2)}=\frac{18}{R^6}\cdot\frac{16}{21}\int_0^Rq^8dq=\frac{32}{21}R^3,\qquad C_3=\frac{32}{21}\left(\frac53\right)^{3/2}=3.2787,\qquad M_3=1.0758 .$$

*Gaussian, $\rho\propto e^{-r^2/2\sigma^2}$.* The substitution $\tau=r^2/2\sigma^2$ gives $\langle r^k\rangle=(2\sigma^2)^{k/2}\Gamma(\frac{k+3}2)/\Gamma(\frac32)$, so $\langle r^2\rangle=3\sigma^2$ and $\langle r^3\rangle=8\sqrt{2/\pi}\,\sigma^3$. With $\mathbf s=\mathbf r-\mathbf r'$ and $\mathbf S=(\mathbf r+\mathbf r')/2$, $r^2+r'^2=2S^2+s^2/2$, so $\mathbf s$ has the weight $e^{-s^2/4\sigma^2}$, a Gaussian of width $\sqrt2\sigma$. Hence
$$\langle r^3\rangle_{(2)}=8\sqrt{2/\pi}\,(\sqrt2\sigma)^3=\frac{32\sigma^3}{\sqrt\pi},\qquad C_3=\frac{32}{3\sqrt{3\pi}}=3.4745,\qquad M_3=1.2284 .$$

*Exponential, $\rho=e^{-r/a}/8\pi a^3$.* The radial weight is $r^2e^{-r/a}/2a^3$, so $\langle r^k\rangle=a^k(k+2)!/2$, giving $12a^2$ and $60a^3$. For $a=1$, $\langle r^3\rangle_{(2)}=\frac12[T_{5,2}+2T_{3,4}+\frac15T_{1,6}]$, where $T_{m,j}=\iint_{p<q}q^mp^je^{-p-q}\,dp\,dq$. Setting $q=p+w$ and expanding the binomial gives $T_{m,j}=\sum_{i=0}^m\frac{m!}{i!}\frac{(i+j)!}{2^{i+j+1}}$. Thus
$$T_{5,2}=120\left[\tfrac28+\tfrac6{16}+\tfrac{12}{32}+\tfrac{20}{64}+\tfrac{30}{128}+\tfrac{42}{256}\right]=\tfrac{3285}{16},$$
$$T_{3,4}=6\left[\tfrac{24}{32}+\tfrac{120}{64}+\tfrac{360}{128}+\tfrac{840}{256}\right]=\tfrac{837}{16},\qquad T_{1,6}=\tfrac{720}{128}+\tfrac{5040}{256}=\tfrac{405}{16}.$$
The bracket is $(3285+1674+81)/16=315$, so
$$\langle r^3\rangle_{(2)}=\frac{315}2a^3,\qquad C_3=\frac{315}{48\sqrt3}=\frac{35\sqrt3}{16}=3.7889,\qquad M_3=1.4434 .$$
Among these three, $C_3$ rises with the weight of the tail. A thin shell has $C_3=S(1,1)=16/5$.

## Remarks

**P states.** For 2P, $u=x^2e^{-x/2}/\sqrt{24}$, and Lemma 2 with $k=2$ gives $E_1\simeq\langle x^4\rangle/480$, of order $\varepsilon^4$. In this nonrelativistic model the terms of order $\varepsilon^2$ and $\varepsilon^3$ are absent.

**Where the result fails.** If $\rho$ falls as $r^{-6}$ or more slowly, $\langle r^3\rangle_{(2)}$ diverges and the expansion changes form. A deformed nucleus adds a quadrupole term to $\delta V$; it has no first-order effect on an S state, but counting powers in $K$ places its second-order effect at $\varepsilon^3$, the order of the Friar term. Nuclear excitation in the intermediate state and vacuum polarization are excluded by the model and are not estimated here. In real light muonic atoms nuclear excitation enters at the same order in $Z\alpha$ as the Friar term, and in muonic deuterium it cancels much of it, so the rigid-nucleus term alone is not the physical correction at this order. Relativistic corrections to $L$ are expected at relative order $(v/c)^2\sim(Z\alpha)^2$, up to a logarithm, and the Friar term dominates them when $C_3\varepsilon/2\gg(Z\alpha)^2|\ln\varepsilon|$.

**Numerical levels at small $\varepsilon$.** The eigenvalues of $H_0+\lambda\,\delta V$ can be found without perturbation theory. Inside the range of $\delta V$ the equation $u=x+\int_0^x\!\int_0^y2(V-E)u\,dz\,dy$, with $V=-1/x+\lambda\,\delta V$, is solved by Chebyshev collocation on 90 nodes. Its logarithmic derivative is matched to the decaying Coulomb solution $xe^{-x/\nu}U(1-\nu,2,2x/\nu)$, with $U$ the Tricomi function. The odd and even parts of the shift at $\lambda=\pm0.1$ give $E_1$ and $E_2$. At $\varepsilon=2\times10^{-4}$, for the Gaussian 1S level, $(E_1-L)/L\varepsilon=-1.2282$ against $-M_3=-1.2284$, $E_2/L\varepsilon=-0.5100$, and $(\Delta E-L)/L\varepsilon=-1.7381$ against $-C_3/2=-1.7373$; 2S gives $-1.7380$. The 1S totals for the uniform and exponential shapes are $-1.6403$ and $-1.8952$, against $-1.6394$ and $-1.8944$. The differences in the totals have the size $\varepsilon|\ln\varepsilon|$ allowed by the theorem. The quantity $(\Delta E/L-1+C_3\varepsilon/2)/\varepsilon^2$ should rise by $\frac23\ln2=0.4621$ when $\varepsilon$ doubles to $4\times10^{-4}$; it rises by $0.4652$ to $0.4657$ over the three shapes and two levels. That the small excess comes from the next order in $\varepsilon$ is a conjecture. With $E_1$ and the exact 1S integral of Lemma 5 evaluated by quadrature, $(\Delta E-E_1-E_2)/L\varepsilon^2$ at $\varepsilon=2\times10^{-4}$ is $0.343$, $0.287$, $0.231$ (uniform, Gaussian, exponential), positive as derived, and $0.344$, $0.288$, $0.232$ at the doubled $\varepsilon$.

## Example: muonic beryllium

One muon is bound to a bare Be nucleus, $Z=4$, treated as spherical, with the rough values $\langle r^2\rangle^{1/2}=2.5\times10^{-5}$ Å and mass $9$ u, or $16406.0\,m_e$. Because these inputs are rough, the digits below serve only to compare orders and shapes at fixed input: an rms radius of $2.519\times10^{-5}$ Å and a mass of $9.010$ u move the uniform 1S shift by about $1.2$ eV, more than the spread between shapes. Real $^9$Be is also deformed; a static quadrupole model puts its second-order 1S effect between about $0.01$ and $0.2$ eV in magnitude, depending on whether the spectroscopic or the intrinsic moment is used, which is the scale of the residuals below.

With the muon mass $206.7683\,m_e$, Bohr radius $0.529177$ Å and hartree $27.21139$ eV,
$$\mu=\frac{206.7683\times16406.0}{206.7683+16406.0}=204.195,\qquad \frac{0.529177\ \text{Å}}{4\times204.195}=6.4788\times10^{-4}\ \text{Å},$$
the energy unit is $16\times204.195\times27.21139=88903$ eV, and $\varepsilon=2.5\times10^{-5}/6.4788\times10^{-4}=0.038587$. The leading 1S shift is $\frac23(0.038587)^2\times88903=88.249$ eV, on a point-nucleus level at $-44451$ eV; for 2S it is one eighth, $11.031$ eV.

Equal rms radii require $R=3.2275\times10^{-5}$ Å, $\sigma=1.4434\times10^{-5}$ Å and $a=7.2169\times10^{-6}$ Å. The Zemach moments $C_3\times(2.5\times10^{-5}\ \text{Å})^3$ are $5.12$, $5.43$ and $5.92$ times $10^{-14}$ Å$^3$, that is $51.2$, $54.3$ and $59.2$ fm$^3$. For the Gaussian 1S level the cusp part is $-88.249\times0.038587\times1.2284=-4.183$ eV, the second-order part is $88.249\times0.038587\times(1.2284-1.7373)=-1.733$ eV, and their sum is the Friar term, $-5.916$ eV, a fraction $-0.0670$ of the leading shift. The table gives the shifts in eV; "numerical" is the eigenvalue shift at $\lambda=1$ by the method above, and the residual is numerical minus leading minus Friar.

| level, shape | Friar | numerical | residual |
|---|---|---|---|
| 1S uniform | $-5.583$ | $82.553$ | $-0.113$ |
| 1S Gaussian | $-5.916$ | $82.259$ | $-0.075$ |
| 1S exponential | $-6.451$ | $81.792$ | $-0.007$ |
| 2S uniform | $-0.698$ | $10.326$ | $-0.008$ |
| 2S Gaussian | $-0.739$ | $10.288$ | $-0.004$ |
| 2S exponential | $-0.806$ | $10.229$ | $+0.004$ |

The residuals are much smaller than the Friar terms, but they are not described by the logarithm, which alone is $88.249\times\frac23(0.038587)^2\ln0.038587=-0.285$ eV for 1S and $-0.036$ eV for 2S. At this $\varepsilon$ the terms of order $L\varepsilon^2$ without a logarithm are of comparable size and opposite sign. The uniform 1S level shows where they sit. Quadrature gives $E_1=84.678$ eV and $E_2=-2.182$ eV, while the cusp and leading second-order parts are $-3.664$ and $-1.919$ eV. First order exceeds its two-term form by $84.678-(88.249-3.664)\approx+0.09$ eV, second order lies below its leading form by $2.182-1.919\approx0.26$ eV, and higher orders add $82.553-84.678+2.182\approx+0.06$ eV. The first of these is mostly the next term of $u^2=4x^2(1-2x+2x^2-\dots)$, which by Lemma 2 is $\frac25\langle x^4\rangle$. It depends on shape, since $\langle x^4\rangle/\varepsilon^4$ is $25/21$, $5/3$ and $5/2$ for the three densities. The difference between the exponential and uniform 1S shifts is $-0.76$ eV numerically and $-0.87$ eV from the Friar term alone, so for this pair of shapes the Zemach moment gives the sign of the 1S difference at fixed rms radius but overestimates its size by about $14\%$, and terms of order $L\varepsilon^2$ and higher reduce it to the numerical value.

For 2P and the uniform sphere, $\langle x^4\rangle/480=\frac{25}{21}(0.038587)^4/480$ corresponds to $4.89\times10^{-4}$ eV. Inside the sphere the potential is harmonic and the radial equation is solved by a confluent hypergeometric function; matching it to the outer Coulomb solution gives $4.73\times10^{-4}$ eV. These values belong to the Schrödinger model and do not estimate the physical 2P$_{1/2}$ shift. In the Dirac equation the small component of that state is S-like near the nucleus, which adds a term of order $(Z\alpha)^2\varepsilon^2$ and raises the shift to about $2.2\times10^{-3}$ eV.

For $Z=4$, $(Z\alpha)^2=8.5\times10^{-4}$. The muonic Friar term, between $0.063$ and $0.073$ of the leading shift in magnitude, stands far above this, whereas the residuals in the table are comparable to or smaller than $(Z\alpha)^2$ times the leading shift ($0.075$ eV for 1S, $0.009$ eV for 2S), a scale that the logarithm in the relativistic correction multiplies by a factor of order $|\ln\varepsilon|\approx3.3$; the Dirac equation gives about $3.5$ for 1S and $4.3$ for 2S. For the uniform sphere the Dirac equation with the reduced mass raises the 1S shift by about $0.26$ eV, more than any residual in the table but only about $5\%$ of the Friar term. For an electron in Be$^{3+}$ the same nucleus gives $\mu=0.999939$, $\varepsilon=1.89\times10^{-4}$, a leading 1S shift of $1.04\times10^{-5}$ eV and a Gaussian Friar term of $-3.4\times10^{-9}$ eV. Its magnitude relative to the leading shift, $3.3\times10^{-4}$, is below $(Z\alpha)^2$, so in the electronic ion the condition $C_3\varepsilon/2\gg(Z\alpha)^2|\ln\varepsilon|$ fails, and relativistic corrections, whose coefficient is not computed here, cannot be neglected beside it.
